# Harmonic Voltages of a Resistive Heater with a Direct-Current Offset, part 1

(Sections cited here and not found follow in the second part.)

## First half: from heating current to voltage harmonics

A thin metal wire can serve as heater and thermometer at the same time. A current through it releases Joule heat, the heat raises its temperature, and the rise changes its resistance. The voltage across the wire therefore carries a record of how easily heat leaves it. If the current is a pure cosine of angular frequency $\omega$, its square has a steady part and a part at $2\omega$, so the temperature has those two parts as well. When the resistance oscillating at $2\omega$ is multiplied by the current at $\omega$, a voltage at $3\omega$ appears. Now let a direct current be added. The square of the total current gains a cross term at $\omega$, and the wire is heated at a frequency that was absent before. The question is what this does to each harmonic of the voltage, and whether the thermal response at the separate frequencies can still be read from them.

Let the current be imposed by an ideal source,

$$ I(t) = I_0 ( \eta + \cos \omega t ) . $$

Here $I_0$ is the peak value of the alternating part, and $\eta$ is the ratio of the direct current to $I_0$. It may be negative, which means that the offset is reversed.

The resistance must be tied to one definite temperature, since the wire is not equally warm everywhere. Let $\vartheta(x,t)$ be the local rise above ambient in a uniform wire of length $L$ and cross-section $A$, and let the local resistivity be $\rho_0 ( 1 + \alpha \vartheta )$. The slices of the wire are in series, so their resistances add:

$$ R = \int_0^L \frac{ \rho_0 ( 1 + \alpha \vartheta ) }{ A } \, dx = R_0 ( 1 + \alpha \theta ) , \qquad \theta = \frac{1}{L} \int_0^L \vartheta \, dx . $$

The cold resistance is $R_0 = \rho_0 L / A$. The electrical measurement thus senses the length-averaged rise $\theta$, and it does so whatever the shape of the temperature profile, as long as the resistivity is linear in temperature.

The thermal side is assumed linear and unchanging in time: conductivities, heat capacities and surface losses do not depend on temperature. A heating power oscillating at angular frequency $\Omega$ then produces, after transients have died out, a temperature oscillating at the same frequency. With complex amplitudes,

$$ P(t) = \mathrm{Re} \, ( P e^{ i \Omega t } ) \quad \Rightarrow \quad \theta(t) = \mathrm{Re} \, ( Z(\Omega) P e^{ i \Omega t } ) . $$

The thermal impedance $Z$ has the unit K/W. Its magnitude gives the size of the temperature oscillation per watt, and a negative phase means that temperature lags behind power. At zero frequency $Z$ is real, because a steady power gives a steady temperature. Three values are needed below: $Z_0 = Z(0)$, $Z_1 = Z(\omega)$ and $Z_2 = Z(2\omega)$.

The power is $I^2 R$, and $R$ itself contains the unknown temperature. For a small resistance change, $|\alpha \theta| \ll 1$, the power may be computed with the cold resistance. This makes a relative error of order $\alpha \theta$ in the temperature, hence an error of the same relative order in the thermal part of the voltage. All harmonic formulas below are meant to this leading order. The second half estimates what is left out.

Squaring the current gives

$$ I^2 = I_0^2 ( \eta^2 + 2 \eta \cos \omega t + \cos^2 \omega t ) . $$

With $\cos^2 \omega t = \tfrac12 + \tfrac12 \cos 2 \omega t$ the power becomes

$$ P(t) = I_0^2 R_0 \left[ \eta^2 + \tfrac12 + 2 \eta \cos \omega t + \tfrac12 \cos 2 \omega t \right] . $$

The steady power contains the heat of the direct current and the mean heat of the alternating current. The power at $\omega$ is proportional to the offset and changes sign with it. The power at $2\omega$ does not depend on the offset at all. Since the thermal system is linear, each part is multiplied by its own impedance:

$$ \theta(t) = I_0^2 R_0 \left[ ( \eta^2 + \tfrac12 ) Z_0 + 2 \eta \, \mathrm{Re} ( Z_1 e^{ i \omega t } ) + \tfrac12 \mathrm{Re} ( Z_2 e^{ 2 i \omega t } ) \right] . $$

The voltage is $V = I R_0 + \alpha R_0 \theta I$. The first term is ohmic and has parts at zero frequency and at $\omega$ only. The second term is the thermal voltage. Inserting $\theta$ and $I$ brings out the common factor

$$ K = \alpha R_0^2 I_0^3 , $$

which has the unit V W/K, so that $K Z$ is a voltage. What remains is to multiply the bracket in $\theta$ by $\eta + \cos \omega t$.

The product with $\eta$ leaves every frequency in place. The product with the cosine shifts frequencies. For any complex $a$, writing both factors as half the sum of an exponential and its conjugate gives

$$ \cos \omega t \; \mathrm{Re} ( a e^{ i n \omega t } ) = \tfrac12 \mathrm{Re} ( a e^{ i (n+1) \omega t } ) + \tfrac12 \mathrm{Re} ( a e^{ i (n-1) \omega t } ) . $$

For $n = 1$ the downward shift ends at zero frequency and leaves $\tfrac12 \mathrm{Re} \, a$. This is why the real part of $Z_1$, and not its magnitude, will stand in the direct voltage: the oscillating resistance contributes there only through its component in phase with the current.

The six products, each in units of $K$, are as follows. The steady temperature times the offset gives $\eta ( \eta^2 + \tfrac12 ) Z_0$ at zero frequency. The steady temperature times the cosine gives $( \eta^2 + \tfrac12 ) Z_0$ at $\omega$. The temperature at $\omega$ times the offset gives $2 \eta^2 Z_1$ at $\omega$. The temperature at $\omega$ times the cosine gives $\tfrac12 \cdot 2 \eta Z_1 = \eta Z_1$ at $2\omega$ and $\eta \, \mathrm{Re} \, Z_1$ at zero frequency. The temperature at $2\omega$ times the offset gives $\tfrac12 \eta Z_2$ at $2\omega$. The temperature at $2\omega$ times the cosine gives $\tfrac12 \cdot \tfrac12 Z_2 = \tfrac14 Z_2$ at $3\omega$ and the same at $\omega$.

Write the thermal voltage as $V_0 + \mathrm{Re} \sum_n V_n e^{ i n \omega t }$, so that $|V_n|$ is a peak value and the phase of $V_n$ is measured from the alternating current. Collecting terms,

$$ V_0 = K \eta \left[ ( \eta^2 + \tfrac12 ) Z_0 + \mathrm{Re} \, Z_1 \right] , $$

$$ V_1 = K \left[ ( \eta^2 + \tfrac12 ) Z_0 + 2 \eta^2 Z_1 + \tfrac14 Z_2 \right] , $$

$$ V_2 = K \eta \left[ Z_1 + \tfrac12 Z_2 \right] , \qquad V_3 = \tfrac14 K Z_2 . $$

The full first harmonic is $I_0 R_0 + V_1$, and the full direct voltage is $\eta I_0 R_0 + V_0$.

Each amplitude can be predicted separately once the impedance is known, but a voltage harmonic is not in general the thermal response at one frequency. The third harmonic alone isolates a single impedance, that at $2\omega$. The second mixes the responses at $\omega$ and $2\omega$, and the first mixes all three. Without an offset, $\eta = 0$, the direct and second-harmonic voltages vanish, and the first harmonic reduces to $K ( \tfrac12 Z_0 + \tfrac14 Z_2 )$.

A slow drive provides a check on the factors. If the period is much longer than every thermal response time, all three impedances equal $Z_0$, the temperature follows the square of the current at each instant, and the thermal voltage must be $K Z_0 ( \eta + \cos \omega t )^3$. Expanding the cube and using $\cos^3 \omega t = \tfrac34 \cos \omega t + \tfrac14 \cos 3 \omega t$ gives

$$ ( \eta + \cos \omega t )^3 = \eta^3 + \tfrac32 \eta + ( 3 \eta^2 + \tfrac34 ) \cos \omega t + \tfrac32 \eta \cos 2 \omega t + \tfrac14 \cos 3 \omega t . $$

The general formulas give the same numbers: for example, the first harmonic has $\eta^2 + \tfrac12 + 2 \eta^2 + \tfrac14 = 3 \eta^2 + \tfrac34$.

The ratio of the second to the third harmonic does not contain $K$, and so needs neither the temperature coefficient nor the cold resistance:

$$ \frac{ V_2 }{ V_3 } = \eta \left( 2 + 4 \frac{ Z_1 }{ Z_2 } \right) . $$

For slow drive it tends to $6 \eta$. In the opposite limit heat has no time to leave the wire, and the power merely charges the heat capacity, so that $Z$ is proportional to $1 / ( i \Omega )$. Then $Z_1 = 2 Z_2$ and the ratio tends to $10 \eta$. Both harmonics vanish as the frequency grows, while the first harmonic keeps the part $K ( \eta^2 + \tfrac12 ) Z_0$, which comes from the mean temperature and does not depend on frequency.

Another limit connects the result with a familiar measurement. Let the alternating current be a weak probe on top of a fixed direct current $I_{dc} = \eta I_0$, so that $\eta$ is large. In $V_1$ the terms with $\eta^2$ dominate, and $K \eta^2 = \alpha R_0^2 I_{dc}^2 I_0$. The voltage at $\omega$ per unit of probe current is then

$$ \frac{ I_0 R_0 + V_1 }{ I_0 } = R_0 + \alpha R_0^2 I_{dc}^2 ( Z_0 + 2 Z_1 ) . $$

This is the differential resistance of the heated wire. The term with $Z_0$ is the resistance raised by steady heating. The term with $2 Z_1$ arises because the probe current modulates the heating, and the direct current turns the modulated resistance into a voltage. For fast probing this second part disappears, and the wire shows just its warm resistance.

Reversing the offset changes the sign of $V_0$ and $V_2$ and leaves $V_1$ and $V_3$ as they were. This property does not rest on the leading-order treatment. The reversed current satisfies

$$ I_0 ( - \eta + \cos \omega t ) = - I ( t + \pi / \omega ) , $$

because a shift by half a period reverses the cosine. The heating depends on the current through its square, so reversing the whole current leaves the temperature unchanged and reverses the voltage. The new voltage is therefore $- V ( t + \pi / \omega )$. The shift multiplies the harmonic $n$ by $(-1)^n$, and the total factor is $- (-1)^n$: even harmonics change sign and odd ones do not. The argument needs a periodic state that is unique and a resistance that depends on temperature alone.

The same reasoning exposes one parasitic signal. Suppose that unequal Joule heating of the two contacts adds a thermoelectric voltage, which depends on the current through its square. Under reversal of the offset it is shifted by half a period but does not change sign, so its second harmonic stays the same. Half the difference of the second harmonics for the two offset directions therefore contains the wanted $V_2$ and not this parasitic part, provided that Peltier heat at the contacts can be ignored.

How large should the offset be? Let the limit be the mean heating, and hence the mean temperature rise, so that $M = I_0^2 ( \eta^2 + \tfrac12 )$ is fixed, and let the frequency be fixed too. Then $I_0^3$ is proportional to $( \eta^2 + \tfrac12 )^{-3/2}$ and

$$ |V_2| \propto \frac{ |\eta| }{ ( \eta^2 + \tfrac12 )^{3/2} } . $$

For positive $\eta$ the derivative vanishes when $( \eta^2 + \tfrac12 ) - 3 \eta^2 = 0$, that is at $\eta = \tfrac12$. The function is zero at $\eta = 0$ and at infinity, so this is its maximum. A direct current of half the peak alternating current thus gives the largest second harmonic for a given mean heating. The price is a smaller third harmonic: compared with $\eta = 0$ at the same mean heating, it is reduced by the factor $( \tfrac12 / \tfrac34 )^{3/2} \approx 0.54$.

The three harmonics can finally be solved for the three impedances. The third gives $K Z_2 = 4 V_3$. In the second, the part $\tfrac12 \eta K Z_2$ equals $2 \eta V_3$. Subtracting it leaves $\eta K Z_1$, so

$$ Z_2 = \frac{ 4 V_3 }{ K } , \qquad Z_1 = \frac{ V_2 - 2 \eta V_3 }{ \eta K } . $$

In the first harmonic the part with $Z_1$ is $2 \eta^2 K Z_1 = 2 \eta V_2 - 4 \eta^2 V_3$, and the part with $Z_2$ is $V_3$. Removing both gives

$$ ( \eta^2 + \tfrac12 ) K Z_0 = V_1 - 2 \eta V_2 - ( 1 - 4 \eta^2 ) V_3 . $$

The left side is real, so the imaginary parts on the right must cancel:

$$ \mathrm{Im} \, V_1 = \mathrm{Im} \left[ 2 \eta V_2 + ( 1 - 4 \eta^2 ) V_3 \right] . $$

This relation holds for any linear thermal surroundings and contains no thermal parameter. The ohmic voltage $I_0 R_0$ is real and drops out of it as well. In a measurement this requires an exact phase reference and negligible lead inductance, since any phase error turns part of the large ohmic voltage into an imaginary part. For $\eta = \tfrac12$ it takes a simple form: the imaginary parts of $V_1$ and $V_2$ are equal.

To leading order, the voltage harmonics are now expressed through the thermal impedances at $0$, $\omega$ and $2\omega$, and can be solved for them. It remains to find the impedance of a definite wire, put numbers to the harmonics, and estimate what the leading-order treatment leaves out.
